# Peak and Mean Temperature in the Arrhenius Rate of a Parabolic Filament

## Problem

A conducting filament joins two electrodes in a resistive memory cell. Current heats it, and ions begin to hop where it is hot. The filament has length $L$ and lies along $x$, from $-L/2$ to $L/2$. With $u=2x/L$, its temperature is

$$T(u)=T_0+\Delta T\,(1-u^2),\qquad T_0=300\ \text{K},\quad \Delta T=600\ \text{K},$$

so the ends are at 300 K and the centre is at $T_p=900$ K. An ion hops at the Arrhenius rate

$$k(T)=\nu\,e^{-E_a/k_BT},$$

with barrier $E_a=1$ eV and the same attempt frequency $\nu$ everywhere. A simplified model replaces the profile by one number, the average temperature over the length, $T_m$. By what factor does $k(T_m)$ fall short of the rate at the hottest point, $k(T_p)$? How does it compare with the average of the rate over the filament?

**Where the parabola comes from.** Let the thermal conductivity $\kappa$ and electrical conductivity $\sigma$ be constant, let no heat leave sideways, and let a voltage $V$ drop uniformly along the filament. The Joule heat per volume is $\sigma(V/L)^2$, and in the steady state

$$\kappa\frac{d^2T}{dx^2}=-\sigma\frac{V^2}{L^2}.$$

By symmetry $dT/dx=0$ at $x=0$. Integrating twice gives $T=T_p-\sigma V^2x^2/(2\kappa L^2)$. Setting $T=T_0$ at $x=L/2$ gives

$$\Delta T=\frac{\sigma V^2}{8\kappa}.$$

The length has cancelled: in this model the voltage alone fixes the peak for given $\sigma/\kappa$.

## First estimate by scaling

The question is how many "e-folding temperatures" separate the mean from the peak. Since

$$\frac{d\ln k}{dT}=\frac{E_a}{k_BT^2},$$

the rate near the peak changes by a factor $e$ over a temperature step

$$\delta T=\frac{k_BT_p^2}{E_a}=\frac{T_p}{E_a/k_BT_p}=\frac{900\ \text{K}}{12.89}\approx 70\ \text{K}.$$

The mean lies below the peak by a fraction of $\Delta T$. For a parabola that fraction is the average of $u^2$,

$$T_p-T_m=\Delta T\int_0^1u^2\,du=\frac{\Delta T}{3}=200\ \text{K}.$$

This is nearly three e-folding steps, and the estimate is

$$\frac{k(T_p)}{k(T_m)}\approx\exp\!\left(\frac{E_a\,\Delta T}{3k_BT_p^2}\right)=e^{2.865}\approx 18.$$

The estimate treats $\delta T$ as constant over 200 K. It actually shrinks as $T^2$ on the way down, so the true factor must be larger.

## Exact solution

The mean temperature is $T_m=T_p-\Delta T/3=700$ K. In the ratio of the two rates $\nu$ cancels:

$$\frac{k(T_p)}{k(T_m)}=\exp\!\left[\frac{E_a}{k_B}\left(\frac1{T_m}-\frac1{T_p}\right)\right].$$

Putting the reciprocals over a common denominator gives

$$\frac1{T_m}-\frac1{T_p}=\frac{T_p-T_m}{T_mT_p}=\frac{\Delta T}{3T_mT_p},$$

and therefore

$$\boxed{\frac{k(T_p)}{k(T_m)}=\exp\!\left(\frac{E_a\,\Delta T}{3k_BT_mT_p}\right)}$$

With $k_B=8.617\times10^{-5}$ eV/K, the exponents of the two rates are $E_a/k_BT_m=16.578$ and $E_a/k_BT_p=12.894$. Their difference is 3.684, and

$$\frac{k(T_p)}{k(T_m)}=e^{3.684}\approx 40.$$

The mean temperature underestimates the peak rate about fortyfold.

For a sense of time, take $\nu=10^{13}\ \text{s}^{-1}$, a rough typical value. The rates are $2.5\times10^7\ \text{s}^{-1}$ at the peak and $6.3\times10^5\ \text{s}^{-1}$ at the mean temperature. The waiting times $1/k$ are about 40 ns and 1600 ns. That the first of these resembles the ratio is an accident of the chosen $\nu$, on which the ratio does not depend.

## Comparison of the two

The scaling estimate has $T_p^2$ where the exact exponent has $T_mT_p$. The exponents therefore differ by the factor $T_p/T_m=9/7$, which takes 2.865 to 3.684. An error of 22% in the exponent, relative to the exact one, becomes a factor of more than two in the rate. Linearizing about the mean instead would put $T_m^2$ in the denominator and overshoot. The linear form is adequate when the neglected part of the exponent is small compared with one, which is not so here.

The exact formula also shows how the factor depends on its inputs.

- **Barrier.** The exponent is proportional to $E_a$. At 1.5 eV the factor is $e^{1.5\times3.684}\approx 250$.
- **Weak heating.** As $\Delta T\to0$ the factor tends to one.
- **Strong heating.** With $T_m=T_0+2\Delta T/3$ and $T_p=T_0+\Delta T$, the exponent is

$$\frac{E_a}{k_B}\,\frac{\Delta T}{(3T_0+2\Delta T)(T_0+\Delta T)}=\frac{E_a}{k_B}\,\frac{1}{3T_0^2/\Delta T+5T_0+2\Delta T}.$$

The last denominator is smallest where its derivative vanishes, $-3T_0^2/\Delta T^2+2=0$, or $\Delta T=\sqrt{3/2}\,T_0$. The example has $\Delta T=2T_0$ and is past this point, so further heating lowers the factor. The sum $3T_0^2/\Delta T+2\Delta T$ has the same value at $\Delta T=600$ K and at $\Delta T=3T_0^2/(2\times600\ \text{K})=225$ K, so the factor is 40 at both. A model that uses $T_m$ and compensates by raising $\nu$ fortyfold is thus right at these two operating points only. Between them the true factor rises to at most about 50, at $\Delta T\approx367$ K, so the error there stays within about 25%; outside it grows, the factor being 14 at $\Delta T=100$ K and 17 at $\Delta T=1200$ K.

## The average of the rate

The peak rate matters when switching is decided at the hottest cross-section. If instead independent hops anywhere along the filament count equally, the relevant quantity is the average rate $\langle k\rangle=\int_0^1k(T(u))\,du$. Relative to the peak, the exponent at position $u$ is

$$\frac{E_a}{k_B}\left(\frac1T-\frac1{T_p}\right)=\frac{E_a}{k_B}\frac{\Delta T\,u^2}{T_p(T_p-\Delta T\,u^2)}=\frac{\beta u^2}{1-\varepsilon u^2},$$

with

$$\beta=\frac{E_a\Delta T}{k_BT_p^2}=8.596,\qquad \varepsilon=\frac{\Delta T}{T_p}=0.667.$$

Because $\beta$ is large, the integral comes mainly from small $u$. There $\beta u^2/(1-\varepsilon u^2)\approx\beta u^2+\beta\varepsilon u^4$, and the second term may be taken out of the exponential to first order. Extending the upper limit to infinity costs an amount exponentially small in $\beta$. Then

$$\frac{\langle k\rangle}{k(T_p)}\approx\int_0^\infty e^{-\beta u^2}(1-\beta\varepsilon u^4)\,du.$$

The two Gaussian integrals are

$$\int_0^\infty e^{-\beta u^2}du=\frac12\sqrt{\frac{\pi}{\beta}},\qquad \int_0^\infty u^4e^{-\beta u^2}du=\frac12\sqrt{\frac{\pi}{\beta}}\;\frac{3}{4\beta^2},$$

so that

$$\frac{\langle k\rangle}{k(T_p)}\approx\frac12\sqrt{\frac{\pi}{\beta}}\left(1-\frac{3\varepsilon}{4\beta}\right)=0.285.$$

Numerical quadrature of the full integrand gives 0.287. The average rate is thus a little over a quarter of the peak rate, and it exceeds the rate at the mean temperature by a factor of $0.287\times39.8\approx 11$. The mean temperature fails for this purpose too, though less badly.

The sign of this second error follows from curvature. Differentiating $k$ twice gives

$$\frac{d^2k}{dT^2}=k\,\frac{E_a}{k_BT^3}\left(\frac{E_a}{k_BT}-2\right),$$

which is positive for $T<E_a/2k_B=5802$ K. The whole filament lies in this range, and the average of a convex function exceeds the function of the average.

## A filament in hafnium oxide

Take rough typical values for a conducting filament in a hafnium-oxide memory cell: $L=10$ nm, radius $r=2.5$ nm, $\kappa=5$ W/(m K) and $\sigma=3\times10^5$ S/m. The voltage for a 600 K rise is

$$V=\sqrt{\frac{8\kappa\Delta T}{\sigma}}=\sqrt{\frac{8\times5\times600}{3\times10^5}}\ \text{V}=0.28\ \text{V}.$$

The resistance $L/(\sigma\pi r^2)$ is about 1700 ohm and the current about 170 µA. The current is of the size used in such cells. The voltage is lower than the roughly 0.5 to 1 V at which many of them switch off; series resistance and side loss, both absent from the model, would raise it, while warm ends, also absent, would lower the voltage needed for the same peak.

The steady profile is justified. With a heat capacity $C=2.5\times10^6$ J/(m³ K), the slowest thermal mode, $\cos(\pi x/L)$, decays in a time $L^2C/(\pi^2\kappa)\approx5$ ps, far less than the 40 ns waiting time. An oxide shell of the same heat capacity and poor contacts, both considered below, lengthen this to between 10 and 20 ps, which is still short.

Other assumptions matter more. Wherever the profile changes below, the peak is held at 900 K, so the drive must be readjusted, and the factor is again $k(T_p)/k(T_m)$ with the new mean.

**Heat carried by electrons.** If $\kappa\propto T$ while $\sigma$ stays constant, then $\kappa\,dT/dx\propto d(T^2)/dx$, and it is $T^2$ that is parabolic: $T^2=T_p^2-Du^2$ with $D=T_p^2-T_0^2$. The substitution $\sin\varphi=\sqrt D\,u/T_p$ gives

$$T_m=\int_0^1\!\sqrt{T_p^2-Du^2}\,du=\frac12\left[T_0+\frac{T_p^2}{\sqrt D}\arcsin\frac{\sqrt D}{T_p}\right]\approx 738\ \text{K}.$$

The factor falls to 17. This relies on $\sigma$ being constant. In a metallic filament with resistivity proportional to $T$, the Wiedemann–Franz law makes the electronic $\kappa$ constant instead, and the uniform current heats the hot centre most. Then $T=T_p\cos(au)$ with $\cos a=T_0/T_p$, the mean is $T_p\sin a/a\approx689$ K, and the factor rises to about 51. Electronic heat conduction can thus move the factor either way, depending on how $\sigma$ varies with temperature.

**Side loss.** Let an oxide shell with $\kappa_{ox}=1$ W/(m K) reach out to $R=10$ nm, where it is at $T_0$. Radial conduction removes $2\pi\kappa_{ox}(T-T_0)/\ln(R/r)$ per unit length. Dividing by $\kappa\pi r^2$ adds a term $-(T-T_0)/\lambda^2$ to $d^2T/dx^2$, with

$$\lambda^2=\frac{\kappa r^2\ln(R/r)}{2\kappa_{ox}},\qquad \lambda=4.65\ \text{nm}.$$

The solution with cold ends and the given peak is, with $b=L/2\lambda$,

$$T-T_0=\Delta T\,\frac{1-\cosh(bu)/\cosh b}{1-1/\cosh b},\qquad T_m-T_0=\Delta T\,\frac{1-\tanh(b)/b}{1-1/\cosh b}.$$

The mean is 707 K and the factor 33.5, a modest change. This treats the temperature as uniform over each cross-section. Solving for filament and shell in two dimensions, with the same data and the electrodes at $T_0$, gives nearly the same mean along the axis, about 710 K. But the filament's surface is cooler than its axis: the mean over its whole volume is about 688 K, and the factor relative to the hottest point is then about 53. With side loss it therefore matters which mean is meant.

**Warm ends.** Let each end pass heat to its electrode through a conductance $h$ per area, and call the end temperature $T_e$. The parabola now has height $T_p-T_e$, and its slope at the end has magnitude $4(T_p-T_e)/L$. Continuity of the heat flux requires

$$\frac{4\kappa}{L}(T_p-T_e)=h(T_e-T_0)\quad\Rightarrow\quad T_e=\frac{T_0+cT_p}{1+c},\qquad c=\frac{4\kappa}{hL}.$$

The mean is $T_m=(T_e+2T_p)/3$. For a good contact, $h=10^{10}$ W/(m² K), $c=0.2$: the ends are at 400 K, the mean is 733 K and the factor is 19. For a poor one, $h=10^9$ W/(m² K), $c=2$: the ends are at 700 K, the mean is 833 K and the factor is 2.8. Both conductances are rough assumed values.

**Field.** The field $V/L=0.28$ MV/cm lowers the barrier for a forward hop. For an ion of charge $2e$ and a hop of 0.3 nm, the saddle lies half a hop along the field, and the lowering is about $2\times0.0283\times0.15\approx0.0085$ eV. For forward hops the factor becomes 39. The barrier for a backward hop rises by the same amount $w$, so the net drift rate is proportional to $k(T)\sinh(w/k_BT)$. Backward hops are still about 0.8 times as frequent as forward ones at the peak, and for the net drift the factor is about 31.

With $\kappa\propto T$ (5 W/(m K) at 700 K), the side loss and the good contact acting together, a numerical solution of the one-dimensional heat equation gives a mean of 763 K and a factor of 10. In two dimensions this holds along the axis, while the mean over the filament's volume is about 739 K, with a factor of about 16. Of the assumptions examined, the 300 K ends are the one whose failure can change the answer most. The fortyfold error belongs to the stated parabola; a real filament with the same peak but warmer ends has a flatter profile, and its mean temperature is a less misleading guide.

Numerical values quoted here were computed with a short program.
